\section*{How Weak Angular Kicks Spread an Ion Beam with Depth}

\section*{Question}

A narrow beam of protons with energy 1 MeV enters gallium oxide, Ga$_2$O$_3$. Each proton is deflected many times by small random angles. How wide is the beam after one micrometre, how does its width grow with depth, and does a constant stopping power suffice for that growth law to hold?

\section*{From angular kicks to a displacement}

Let $x$ be the depth along the original beam direction and $y$ one transverse axis. The width meant here is the root-mean-square value $y_{\rm rms}=\langle y^2\rangle^{1/2}$ over many ions at the same depth. By symmetry the second transverse axis has the same width, so the rms radial distance is $\sqrt2\,y_{\rm rms}$.

Suppose that an ion receives kicks $\delta_i$ at depths $s_i$, where $\delta_i$ is the change of its angle projected on the $x$--$y$ plane. For small angles $dy/dx=\theta_y$, and projected angles add. A kick at $s_i$ acts over the remaining distance $x-s_i$ and displaces the ion by $\delta_i(x-s_i)$. Hence
\begin{equation}
y(x)=\sum_{s_i<x}\delta_i\,(x-s_i).
\end{equation}
Early kicks count most, because they have the longest lever arm.

The mean square contains products of different kicks:
\begin{equation}
\langle y^2\rangle=\sum_i\langle\delta_i^2\rangle(x-s_i)^2
+\sum_{i\ne j}\langle\delta_i\delta_j\rangle(x-s_i)(x-s_j).
\end{equation}
If the kicks are independent and have zero mean, then $\langle\delta_i\delta_j\rangle=\langle\delta_i\rangle\langle\delta_j\rangle=0$ for $i\ne j$, and the second sum vanishes.

Let $T$ be the angular variance gained per unit depth, so that a slice $ds$ contributes $T\,ds$. If $T$ does not depend on depth, the substitution $t=x-s$ gives
\begin{equation}
\langle y^2\rangle=T\int_0^x(x-s)^2ds=T\int_0^x t^2dt=\frac{Tx^3}{3},
\end{equation}
and therefore
\begin{equation}
y_{\rm rms}=\sqrt{\frac T3}\;x^{3/2}.
\label{law}
\end{equation}
The angle itself has variance $\int_0^xT\,ds=Tx$, so $\theta_{\rm rms}=\sqrt{Tx}$ and $y_{\rm rms}=x\theta_{\rm rms}/\sqrt3$. The random walk in angle supplies a factor $x^{1/2}$, and the lever arm supplies a factor $x$. Doubling the depth multiplies the width by $2^{3/2}\approx2.8$.

Independence matters. Take $N$ kicks of equal size $\delta$ at the midpoints of unit intervals. With independent random signs,
\begin{equation}
\frac{\langle y^2\rangle}{\delta^2}=\sum_{j=1}^N\left(j-\tfrac12\right)^2=\frac{N^3}{3}-\frac{N}{12}.
\end{equation}
If all kicks of one ion share the same random sign, the lever arms add before squaring: $y_{\rm rms}=\delta\sum_j(j-\frac12)=\delta N^2/2$. Listing all sign patterns for 4 and 16 kicks gives an exponent of 1.505 in the independent case and 2.000 in the correlated case. The small excess over 1.5 comes from the term $-N/12$, which loses importance as $N$ grows.

\section*{How strong are the kicks?}

The size of $T$ follows from one encounter with one atom. Take the potential energy between the proton and an atom of atomic number $Z$ as
\begin{equation}
V(r)=\frac{Zk}{r}e^{-r/a},\qquad k=\frac{e^2}{4\pi\varepsilon_0},\qquad a=\frac{0.8853\,a_0}{Z^{1/3}},
\end{equation}
where $a_0$ is the Bohr radius and $a$ is the Thomas--Fermi screening length. This is a model of the atom; a second model screening function is compared with it below.

For a weak deflection the path is nearly a straight line at distance $b$ from the nucleus, traversed at speed $v$. With $z=vt$ along the path and $r=\sqrt{b^2+z^2}$, the transverse momentum received is
\begin{equation}
\Delta p=-\frac1v\frac{d}{db}\int_{-\infty}^{\infty}V\,dz.
\end{equation}
Setting $z=b\sinh w$ gives $r=b\cosh w$ and $dz=b\cosh w\,dw=r\,dw$, so
\begin{equation}
\int_{-\infty}^{\infty}V\,dz=Zk\int_{-\infty}^{\infty}e^{-(b/a)\cosh w}dw=2Zk\,K_0(b/a),
\end{equation}
where $K_\nu$ are modified Bessel functions. Since $K_0'=-K_1$, the momentum transfer is $\Delta p=(2Zk/va)K_1(b/a)$. Dividing by the ion momentum $p$ and using $pv=2E$, with $E$ the kinetic energy, yields
\begin{equation}
\theta(b)=\frac{Zk}{Ea}K_1\!\left(\frac ba\right).
\label{kick}
\end{equation}
This formula was tested against integrated two-body trajectories with a free, recoiling atom, at three impact parameters for each element, including the closest passage allowed by the cut of 0.1 rad introduced below. The largest relative difference was 0.23\%.

Now treat the atoms as randomly placed with density $n$. In a depth $ds$ the expected number of passages between $b$ and $b+db$ is $n\,2\pi b\,db\,ds$. The deflection has a random azimuth $\varphi$, and its $y$ component has mean square $\theta^2\langle\cos^2\varphi\rangle=\theta^2/2$. Because the components have zero mean, the variance of their sum is the expected number of kicks times this mean square.

For close passages $K_1(u)\approx1/u$, so $\theta^2b\,db\propto db/b$, and the integral diverges logarithmically at small $b$. ``Weak'' therefore needs a definition. I count only ions that have suffered no single kick above a fixed angle $\theta_m$. In a random medium the numbers of passages in different rings of $b$ are independent, so this selection leaves the statistics of the weaker kicks unchanged.

Let $u=b/a$, and let $u_m$ be the value at which $\theta=\theta_m$. Then, summing over elements,
\begin{align}
T&=\frac12\sum n\int_{b_m}^\infty\theta^2\,2\pi b\,db
=\sum\pi n\left(\frac{Zk}{E}\right)^2J(u_m),\label{T}\\
J(u)&=\int_u^\infty tK_1^2(t)\,dt=\frac{u^2}{2}\left[K_0(u)K_2(u)-K_1^2(u)\right].
\end{align}
The factor $a^2$ from $b\,db=a^2u\,du$ has cancelled the $1/a^2$ in $\theta^2$. To verify the closed form, insert $K_2=K_0+2K_1/u$:
\begin{equation}
J=\tfrac12u^2K_0^2+uK_0K_1-\tfrac12u^2K_1^2.
\end{equation}
With $K_0'=-K_1$ and $K_1'=-K_0-K_1/u$, the derivatives of the three terms are
\begin{align}
&uK_0^2-u^2K_0K_1,\\
&K_0K_1-uK_1^2-uK_0^2-K_0K_1=-uK_1^2-uK_0^2,\\
&-uK_1^2+u^2K_0K_1+uK_1^2=u^2K_0K_1.
\end{align}
Their sum is $-uK_1^2$, as required, and $J$ vanishes at infinity.

For small $u$ one has $K_0\approx\ln(2/u)-\gamma$, with $\gamma\approx0.577$ Euler's constant, and thus $J\approx\ln(2/u)-\gamma-\frac12$. Since $u_m\approx Zk/(Ea\theta_m)$, the scattering strength grows only logarithmically with $\theta_m$.

\section*{The width in gallium oxide}

Take a density of 5.9 g/cm$^3$, a rough typical value, and $\theta_m=0.1$ rad. With $k=1.44$ eV nm, the inputs to Eq.~(\ref{T}) are:
\begin{center}
\begin{tabular}{lcccc}
 & $n$ (nm$^{-3}$) & $a$ (nm) & $u_m$ & $J(u_m)$\\
Ga & 37.91 & 0.01491 & 0.02988 & 3.129\\
O & 56.87 & 0.02342 & 0.00492 & 4.931
\end{tabular}
\end{center}
The two contributions are
\begin{align}
T_{\rm Ga}&=\pi(37.91)\left(\frac{31\times1.44}{10^6}\right)^2(3.129)\ {\rm rad^2/nm}=0.743\ {\rm mrad^2/nm},\\
T_{\rm O}&=\pi(56.87)\left(\frac{8\times1.44}{10^6}\right)^2(4.931)\ {\rm rad^2/nm}=0.117\ {\rm mrad^2/nm}.
\end{align}
Gallium dominates despite its lower density because $T$ contains $Z^2$. The total is $T=0.859$ mrad$^2$/nm, or $0.859\times10^{-6}$ rad$^2$/nm. At 1000 nm,
\begin{equation}
y_{\rm rms}=\sqrt{\frac{0.859\times10^{-6}}{3}}\,(1000)^{3/2}\ {\rm nm}\approx17\ {\rm nm}.
\end{equation}
The radial rms is about 24 nm, and the projected rms angle is 29 mrad. At 250 nm, a quarter of the depth, the width is 2.1 nm, smaller by the factor $4^{3/2}=8$.

A Monte Carlo calculation followed 10\,000 ions in three dimensions, with random free flights and impact parameters and a full rotation of the direction at each kick. It used Eq.~(\ref{kick}), so it tests the transport argument and not the atomic potential. It gave 2.09, 5.93 and 16.84 nm at 250, 500 and 1000 nm, against 2.12, 5.98 and 16.93 nm from Eq.~(\ref{law}). The exponent between the first and last depths was 1.507.

The rms does not describe a Gaussian profile here. At 1000 nm, 74\% of the simulated displacements along a single transverse axis were smaller in magnitude than their rms value, compared with 68\% for a Gaussian. The central peak is narrower than the rms suggests and grows faster: Fourier inversion of the same model shows that a Gaussian with the same half-maximum width has a standard deviation of about 1.3 nm at 250 nm and 13 nm at 1000 nm. This is an exponent near 1.68, and these values change by only about 2\% between cuts of 0.05 and 0.2 rad. The exponent $3/2$ belongs to the rms at fixed cut, not to the half-maximum width. Rare, harder kicks contribute strongly to the variance. Lowering the cut to 0.05 rad reduces the width to 15.1 nm, so kicks between 0.05 and 0.1 rad supply $1-(15.06/16.93)^2\approx21\%$ of the variance. Yet only about 7\% of all ions have their hardest kick in that interval, as the excluded fractions of 9.8\% and 2.6\% for the two cuts show.

\section*{Does constant stopping guarantee the law?}

It does not. The derivation needs constant $T$. A constant, nonzero stopping power $S$ lowers the energy as $E=E_0-Ss$, and slower ions are deflected more.

First neglect the change of $J$, so that $T=T_0(E_0/E)^2$, where $T_0$ is the value at the surface. Define the lost fraction $f=Sx/E_0$ and put $w=Ss/E_0$. Then
\begin{equation}
\langle y^2\rangle=T_0\left(\frac{E_0}{S}\right)^3\int_0^f\frac{(f-w)^2}{(1-w)^2}\,dw.
\end{equation}
With $q=1-f$ and $h=1-w$, the numerator becomes $(h-q)^2$, and
\begin{align}
\int_q^1\left(1-\frac qh\right)^2dh
&=\int_q^1\left(1-\frac{2q}{h}+\frac{q^2}{h^2}\right)dh\\
&=(1-q)+2q\ln q+q^2\left(\frac1q-1\right)\\
&=1-q^2+2q\ln q\equiv G.
\end{align}
For small $f$, expand $(1-w)^{-2}\approx1+2w$ in the original integral. Since $\int_0^f(f-w)^2dw=f^3/3$ and $\int_0^fw(f-w)^2dw=f^4/12$,
\begin{equation}
\langle y^2\rangle\approx\frac{T_0x^3}{3}\left(1+\frac f2\right),\qquad
y_{\rm rms}\approx\sqrt{\frac{T_0}{3}}\,x^{3/2}\left(1+\frac f4\right).
\end{equation}
For the rms width at fixed cut, slowing therefore leaves the three-halves law intact only while $Sx\ll E_0$.

For $S=90$ eV/nm, a rough typical value, the loss over 1000 nm is 90 keV, so $f=0.09$. The estimate $f/4$ predicts a 2.25\% wider beam. Including the energy dependence of $J$ gives 1.99\%. The reduction has a simple cause: at fixed $\theta_m$, a lower energy raises $u_m$ and lowers $J$, so $T$ rises more slowly than $1/E^2$.

At larger depths the exponent itself changes. Its local value is
\begin{equation}
\frac{d\ln y_{\rm rms}}{d\ln x}=\frac f{2G}\frac{dG}{df}
=\frac{f\,(q-1-\ln q)}{1-q^2+2q\ln q},
\end{equation}
because $dG/df=-dG/dq=2q-2-2\ln q$. At $f=\frac12$ this equals 1.70; with the changing $J$ it is 1.66. Under constant stopping this point lies at about 5.6 $\mu$m. In real gallium oxide the stopping power rises noticeably before half the energy is lost, so this depth belongs to the constant-stopping model. Neither calculation should be continued to the end of the range, where the energy approaches zero and the assumptions of weak kicks and constant stopping both fail.

\section*{What the estimate leaves out}

The cut is part of the definition of the width. Raising it to 0.2 rad gives 18.6 nm at 1000 nm and excludes 0.65\% of the ions. The cut must also stay fixed when depths are compared. The expected number of excluded kicks varies as $x/\theta_m^2$. If one held that number constant, then $\theta_m\propto x^{1/2}$, and $J$ would increase by $\frac12d\ln x$. The exponent of $y_{\rm rms}$ would then rise by about $1/(4J)$, or 0.08 for gallium.

Replacing the single exponential by the Moli\`ere screening function lowers $y_{\rm rms}$ by 1.1\%; Hartree--Fock densities of the neutral atoms lower it by about 1.8\%, to 16.6 nm, so digits beyond 17 nm belong to the model potential. A classical path is doubtful for distant passages in which the momentum transfer times the impact parameter, $pb\theta$, is below $\hbar$, but these supply 0.17\% of $T$. This share indicates only the order of the quantum correction: an eikonal treatment of the same potential lowers $T$ by about 0.25\%, mostly through oxygen.

Target electrons also deflect the proton. A free electron at rest that receives energy $Q$ receives momentum $\sqrt{2mQ}$, so the proton angle obeys $\theta^2\le2mQ/(2ME)$, where $m$ and $M$ are the electron and proton masses. Summing $Q$ per unit depth gives at most $S$, and one transverse axis receives half the angular variance:
\begin{equation}
T_e\le\frac{m}{2M}\frac SE.
\end{equation}
Within this free-electron model the bound is 2.9\% of $T$, which could widen the beam by at most about 1.5\%.

The 17 nm found here is the spread of protons passing a depth of 1 $\mu$m with most of their energy left; it is not the lateral width of the final hydrogen distribution. A real crystal also breaks the assumption of randomly placed atoms. For a row of Ga atoms with a rough spacing $d=0.3$ nm, the standard estimate of the critical angle for channelling, $\sqrt{2Zk/(Ed)}$, is about $1^\circ$. Ions entering closer than this to the row direction can be steered by correlated kicks, so the estimate applies to a beam tilted well away from rows and planes. Later scattering into such channels remains possible, and its effect on the width has not been sized. The numerical output below lists the values used in the main estimate.

\section*{Table of computed values}
\begin{verbatim}
proton energy: 1.0 MeV
stopping power (rough input): 90 eV/nm
density (rough input): 5.9 g/cm3
hardest counted kick: 0.10 rad
k = e^2/(4 pi eps0): 1.4400 eV nm
Ga: atoms per volume: 37.91 nm^-3
Ga: screening length a: 0.01491 nm
Ga: kick scale Zk/(Ea): 2.993 mrad
Ga: u_m = b/a at the cut: 0.02988
Ga: J(u_m): 3.129
Ga: part of T: 0.7425 mrad^2/nm
O: atoms per volume: 56.87 nm^-3
O: screening length a: 0.02342 nm
O: kick scale Zk/(Ea): 0.492 mrad
O: u_m = b/a at the cut: 0.00492
O: J(u_m): 4.931
O: part of T: 0.1169 mrad^2/nm
T: 0.8594 mrad^2/nm
x = 250 nm: y_rms law 2.12 nm, Monte Carlo 2.09 nm
x = 500 nm: y_rms law 5.98 nm, Monte Carlo 5.93 nm
x = 1000 nm: y_rms law 16.93 nm, Monte Carlo 16.84 nm
projected rms angle at 1000 nm, law: 29.3 mrad
same, Monte Carlo: 29.2 mrad
Monte Carlo exponent, 250 to 1000 nm: 1.507
Monte Carlo fraction within one rms at 1000 nm: 0.740
exponent, independent signs, 4 to 16 kicks: 1.505
exponent, fully correlated signs: 2.000
largest error of kick formula vs trajectory: 0.23 %
energy lost by 1000 nm: 9.0 %
rise of y_rms by slowing, estimate f/4: 2.25 %
rise of y_rms by slowing, full T(E): 1.99 %
depth at half energy, constant stopping: 5556 nm
local exponent there, T ~ 1/E^2: 1.699
local exponent there, full T(E): 1.660
cut 0.05 rad: y_rms 15.06 nm at 1000 nm, ions left out 9.81 %
cut 0.10 rad: y_rms 16.93 nm at 1000 nm, ions left out 2.57 %
cut 0.20 rad: y_rms 18.62 nm at 1000 nm, ions left out 0.65 %
change of y_rms with Moliere screening: -1.1 %
electron kicks, upper bound relative to T: 2.9 %
share of T where classical path is doubtful: 0.17 %
Ga row spacing (rough input): 0.3 nm
critical angle for channelling: 0.99 degrees
\end{verbatim}
